# Why silicon valley subbands can cross but one ladder cannot

**Result.** In a (001) silicon inversion layer, a twofold and a fourfold subband may have the same energy at some gate field, because they solve different equations and belong to different in-plane crystal momenta, which the confining potential cannot mix. Two bound levels of one scalar effective-mass equation with a wall cannot coincide, because the wall leaves one independent solution at each energy.

Permission to cross does not guarantee a crossing. In an unstrained, perfectly linear well, all levels grow as the two-thirds power of the field, so their order never changes. A second energy scale is needed. Here it is a strain offset: with the twofold band edge 50 meV above the fourfold one, the lowest levels of the two ladders cross at 0.27 MV/cm in the ideal model, and between about 0.35 and 0.46 MV/cm once four neglected effects are estimated, depending on how the oxide and the doping are treated.

## Two ladders from one conduction band

Silicon has six equivalent conduction valleys, elongated along the cube axes. Let \(z\) point from the oxide into the silicon. The two valleys along \(\pm z\) have the heavy longitudinal mass \(m_l=0.916\,m_e\) along \(z\); the four in-plane valleys have the light transverse mass \(m_t=0.190\,m_e\) along \(z\). The valley axes coincide with the coordinate axes, so the kinetic energy has no cross terms and the in-plane motion separates. At each valley minimum there remains

\[
-\frac{\hbar^2}{2m}u''(z)+V(z)u(z)=Eu(z),\qquad u(0)=0 .
\]

Here \(V\) is the electron's potential energy, and \(u(0)=0\) represents an impenetrable oxide. A bound state also decays for large \(z\), or vanishes at a second wall. The levels for one mass form a ladder. I write \(E_n\) for twofold and \(E'_n\) for fourfold levels, with \(n=1,2,\dots\). In this single-valley model, spin and equivalent valleys are copies of a level and are not counted as degeneracies within a ladder. In real silicon a sharp interface couples the two \(\pm z\) valleys, which share the same in-plane momentum, and splits each twofold level slightly. This valley splitting is neglected here, although it can exceed the smallest gap found below.

## Why one ladder has no crossing

Suppose \(u\) and \(v\) are two bound states with the same mass, potential and energy. Both vanish at the wall. Neither can also have zero slope there, since zero value and zero slope make the solution of a second-order linear equation vanish everywhere. We may therefore define

\[
c=\frac{v'(0)}{u'(0)},\qquad y(z)=v(z)-c\,u(z).
\]

The equation is linear and is the same for both functions, so \(y\) obeys it too. But \(y(0)=0\) and \(y'(0)=v'(0)-c\,u'(0)=0\). Hence \(y=0\) everywhere and \(v=cu\): the supposed pair is one state. The argument holds at every gate field, so a changing field cannot bring two levels of the ladder together.

The conditions matter. The potential must be regular, the motion one-dimensional and the wave function a single component. An impenetrable barrier inside the film would create two separate boxes, which can share an energy. A ring has no wall: \(\cos kz\) and \(\sin kz\) then have equal energies. For a 10 nm ring, the second and third computed levels coincide to the printed precision, whereas in a walled film of about that length they are 20 meV apart.

### A near miss in a film with two wells

The theorem forbids a zero gap, not a small one. Take a symmetric film with a well at each face. Its two lowest states, \(|0\rangle\) and \(|1\rangle\), are even and odd about the film centre \(z_0\), with gap \(g_0\). A small difference between the two gates adds a tilt \(ef(z-z_0)\), where \(e>0\). By parity its diagonal elements vanish. Its off-diagonal element has magnitude \(efd/2\), with \(d=2|\langle0|z|1\rangle|\); the constant \(z_0\) drops out because the states are orthogonal. Choosing the phases so that this element is positive, and measuring energy from the midpoint, we have

\[
H=\frac12\begin{pmatrix}-g_0&efd\\efd&g_0\end{pmatrix}.
\]

The eigenvalues satisfy \(\lambda^2=(g_0^2+e^2f^2d^2)/4\), so their separation is

\[
g(f)=\sqrt{g_0^2+(efd)^2}.
\]

This two-state formula requires \(efd\) to be small compared with the distance to higher levels. For large tilt within that range the gap approaches \(e|f|d\), as if a left level and a right level were about to cross at \(f=0\). Tunnelling between the wells turns the crossing into a gap.

For a 10 nm film with \(V=200\ \text{meV}\times\sin(\pi z/10\ \text{nm})\) and mass \(m_l\), diagonalization gives \(g_0=0.073\) meV and \(d=7.11\) nm. At a tilt of \(2g_0/(ed)=0.204\) kV/cm the computed gap is 0.162 meV, in agreement with the formula. The states exchange their left and right character over a field of order

\[
\frac{g_0}{ed}=\frac{0.073\ \text{meV}}{7.11\ \text{nm}\times e}\approx0.1\ \text{kV/cm}.
\]

A field sweep with coarser steps can jump over this region and make the near miss look like a crossing.

## Why two ladders may share an energy

Let \(D\) be the twofold band edge minus the fourfold band edge, and measure all energies from the fourfold edge at the interface. A twofold state \(u\) and a fourfold state \(v\) at a common energy \(E\) obey

\[
u''=\frac{2m_l}{\hbar^2}(V+D-E)u,\qquad
v''=\frac{2m_t}{\hbar^2}(V-E)v .
\]

No single equation governs \(v-cu\), so the one-ladder proof stops here. To see what replaces it, form the Wronskian \(W=uv'-u'v\). In its derivative the products \(u'v'\) cancel:

\[
W'=uv''-u''v=\frac{2}{\hbar^2}\left[m_t(V-E)-m_l(V+D-E)\right]uv .
\]

For equal masses and \(D=0\) the bracket vanishes, and \(W\) keeps its wall value of zero. For two ladders \(W\) can leave zero. It must return to zero at large \(z\), where both states decay, so a crossing requires

\[
\int_0^\infty\left[m_t(V-E)-m_l(V+D-E)\right]uv\,dz=0 .
\]

This can be met if the integrand changes sign. In the worked example below, \(V=eFz\) with \(eF=26.8\) meV/nm, \(E=122.5\) meV and \(D=50\) meV. The bracket is zero at

\[
z_*=\frac{1}{eF}\left(E-\frac{m_lD}{m_l-m_t}\right)
=\frac{122.5-63.1}{26.8}\ \text{nm}\approx2.2\ \text{nm}.
\]

Both states are the lowest of their ladders and have no interior nodes, so \(uv\) can be taken positive. The bracket is positive before \(z_*\) and negative after it. Thus \(W\) rises to a peak, computed as 0.170 nm\(^{-2}\), and falls back to zero. The two functions are independent although their energies are equal.

### Why the crossing does not open into a gap

Equal energies survive only if nothing couples the states. The twofold minima lie at in-plane momentum zero. The fourfold minima lie about 9.8 nm\(^{-1}\) away along the in-plane axes, and this separation is not a reciprocal vector of the surface lattice. A potential that depends on \(z\) alone conserves in-plane crystal momentum, so its matrix element between the two minima is zero.

Suppose some artificial term did couple the ladders with a constant strength \(w\). Near the crossing, with \(\delta\) the uncoupled energy difference and \(s=\langle u|v\rangle\), the two-state matrix and its gap would be

\[
H=\begin{pmatrix}E+\delta/2&ws\\ws&E-\delta/2\end{pmatrix},
\qquad g=\sqrt{\delta^2+4w^2s^2}.
\]

The smallest gap is \(2w|s|\). For \(w=1\) meV and the computed overlap 0.841 this is 1.68 meV, and a diagonalization with eight levels from each ladder gives 1.683 meV. The shapes of the two states would therefore allow a gap; momentum conservation removes the coupling that would cause it. Interface roughness and alloy disorder break this conservation, and then the crossing is no longer protected.

Different masses are not the essential condition. Two uncoupled sectors with equal masses but an offset can also have crossings between levels of different index. What matters is that the states belong to separate sectors.

## Why an offset is needed in a linear well

Below threshold the inversion charge is small, and close to the interface the depletion charge gives a nearly constant field \(F\). With \(V=eFz\), energies measured from the ladder's own edge, and the substitution \(z=E/(eF)+\ell x\), the equation becomes

\[
\frac{\hbar^2}{2m\ell^2}\frac{d^2u}{dx^2}=eF\ell\,x\,u .
\]

The choice \(\ell^3=\hbar^2/(2meF)\) reduces it to \(d^2u/dx^2=xu\), whose decaying solution is the Airy function \(\mathrm{Ai}(x)\). The wall lies at \(x=-E/(eF\ell)\), and \(u\) must vanish there. If the zeros of \(\mathrm{Ai}\) are at \(-a_n\), with \(a_1=2.3381\) and \(a_2=4.0879\), then

\[
E=a_n eF\ell=a_n\left(\frac{\hbar^2}{2m}\right)^{1/3}(eF)^{2/3}.
\]

All levels carry the same power of \(F\), so their ratios are fixed:

\[
\frac{E'_1}{E_1}=\left(\frac{m_l}{m_t}\right)^{1/3}=1.689,\qquad
\frac{E_2}{E'_1}=\frac{a_2}{a_1}\left(\frac{m_t}{m_l}\right)^{1/3}=1.035 .
\]

Diagonalization at 0.1, 0.3 and 1.0 MV/cm reproduces both ratios. The second twofold level stays 3.5% above the first fourfold level. They are close, but in this model the field never exchanges them.

With an offset, twofold level \(i\) lies at \(D+E_i\). Setting this equal to \(E'_j\) gives

\[
D=\left(\frac{\hbar^2}{2}\right)^{1/3}(eF)^{2/3}B_{ij},\qquad
B_{ij}=\frac{a_j}{m_t^{1/3}}-\frac{a_i}{m_l^{1/3}} .
\]

The right side starts at zero and changes steadily with \(F\). For nonzero \(D\) there is therefore one crossing if \(D\) and \(B_{ij}\) have the same sign, and none if their signs differ. In the first case

\[
eF_c=\left[\frac{D}{(\hbar^2/2)^{1/3}B_{ij}}\right]^{3/2}.
\]

A small relative error in \(D\) becomes 1.5 times as large in \(F_c\).

## Worked example: a compressed channel

Equal in-plane strains \(\varepsilon\) are accompanied by a normal strain \(\varepsilon_{zz}\). The surface is free of normal stress, so \(C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0\). Apart from a common shift, each valley moves by the deformation potential \(\Xi\) times the strain along its axis. Hence

\[
D=\Xi(\varepsilon_{zz}-\varepsilon)=-\Xi\left(1+\frac{2C_{12}}{C_{11}}\right)\varepsilon .
\]

With the rough values \(\Xi=9\) eV and \(C_{12}/C_{11}=0.385\), a compression of 0.31% (\(\varepsilon=-0.0031\)) gives \(D\approx50\) meV. The calculation below takes \(D=50\) meV exactly.

For the two lowest levels, with masses in units of \(m_e\),

\[
B_{11}=2.3381\,(1.740-1.030)=1.660 .
\]

Using \(\hbar^2/(2m_e)=0.03810\) eV nm\(^2\), whose cube root is 0.3365 in the same units,

\[
F_c=\left(\frac{0.050}{0.3365\times1.660}\right)^{3/2}\text{V/nm}
=0.0268\ \text{V/nm}=0.268\ \text{MV/cm}.
\]

Direct diagonalization gives the same field. The levels around it are as follows.

| Field (MV/cm) | Twofold (meV) | Fourfold (meV) |
|---:|---:|---:|
| 0.134 | 95.7 | 77.2 |
| 0.268 | 122.5 | 122.5 |
| 0.536 | 165.1 | 194.5 |

At the crossing, the first and second levels within the twofold ladder remain 54 meV apart; those within the fourfold ladder remain 92 meV apart.

The reason for the different slopes is the distance from the interface. For a normalized state, the change of the wave function does not contribute to first order, so \(dE/dF=e\langle z\rangle\). Since the energy above the ladder's own edge scales as \(F^{2/3}\),

\[
\langle z\rangle=\frac{2(E-E_{\rm edge})}{3eF}.
\]

The twofold state has \(122.5-50=72.5\) meV above its edge, hence \(\langle z\rangle=1.80\) nm. The fourfold state has 122.5 meV, hence 3.05 nm. Its light normal mass lets it extend farther into the silicon, where the field costs more energy. Near the crossing it rises relative to the twofold state by about 12 meV for each additional 0.1 MV/cm.

### A second case: tension

Tension makes \(D\) negative. The two lowest levels then cannot cross, because \(B_{11}>0\). The second twofold and first fourfold levels can, because \(B_{21}=4.067-4.209=-0.142\). For \(D=-5\) meV they meet at 0.338 MV/cm, with the second twofold level lower at weaker fields.

This crossing is delicate, since \(B_{21}\) is a small difference of large numbers and 5 meV is comparable with the corrections below. The value 0.338 MV/cm therefore belongs to the hard-wall model only. At \(D=-50\) meV the scaling law of that model multiplies the field by \(10^{3/2}\), to about 11 MV/cm, which silicon dioxide could not withstand.

Oxide penetration changes this picture. It lowers the fourfold level more than the twofold one, by an amount that grows almost in proportion to the field. With the four effects discussed below, and the band bending held at 0.93 eV, the crossing for \(-5\) meV moves below 0.1 MV/cm and the one for \(-50\) meV to roughly 1.2 MV/cm. These values assume the same decay constant in the oxide for both valley types. If in-plane momentum is conserved in the oxide, they become about 0.12 and 2.4 MV/cm. These fields come from adding first-order shifts. Solving the equation with the four effects in the potential, and the image term cut off 0.1 to 0.3 nm from the interface, changes the \(-5\) meV values by about 0.01 MV/cm but moves the \(-50\) meV values to about 1.4 and 3.2 MV/cm. Holding the bending at 0.93 eV at 2.4 MV/cm also takes a doping near \(2\times10^{19}\) cm\(^{-3}\) and an oxide field of about 7 MV/cm. The hard-wall formula should not be used to place this crossing in a device.

## What happens to the electrons

The crossing is not a switch at room temperature. The thermal energy is 25.9 meV, so both ladders are occupied over a broad range of fields. Valley number and in-plane density of states matter too. Each twofold valley has density-of-states mass \(m_t\), and each fourfold valley has \(\sqrt{m_lm_t}\). If only the two lowest levels counted, the twofold share at equal energy would be

\[
\frac{2m_t}{2m_t+4\sqrt{m_lm_t}}=\frac{0.380}{0.380+1.669}=0.19 .
\]

Including higher levels raises it to 0.20, because the twofold levels are more closely spaced. With Boltzmann statistics and \(D\) held fixed, the share is 0.12 at half the crossing field, 0.42 at twice and 0.81 at four times that field. In the hard-wall model the twofold valleys thus become the majority somewhere between two and four times \(F_c\), well after they have become lowest in energy. The corrections in the next section lower the share at four times \(F_c\) to between about 0.4 and 0.6 with the band bending held at 0.93 eV, which takes a doping near \(4\times10^{18}\) cm\(^{-3}\); the higher value applies if in-plane momentum is conserved in the oxide. Holding the doping fixed instead would require about 15 eV of band bending at that field, which no device reaches.

## How far a real device moves the number

The parameters describe a silicon channel under silicon dioxide at moderate doping, \(2.5\times10^{17}\) cm\(^{-3}\). At 0.268 MV/cm the depletion width is 69 nm and the band bending 0.93 eV, close to the onset of strong inversion. The compression is of a size that strained layers can carry, but a channel under tension does not have this particular crossing. The estimated level shifts at the ideal crossing field are:

| Neglected effect | Twofold (meV) | Fourfold (meV) |
|---|---:|---:|
| Oxide penetration | -2.3 | -10.7 |
| Image potential | +11.1 | +6.6 |
| Depletion curvature | -0.8 | -2.2 |
| Inversion charge, \(10^{11}\) cm\(^{-2}\) | +2.5 | +3.5 |

The penetration estimate uses a 3.1 eV barrier and an oxide mass of \(0.5\,m_e\), with the same decay constant in the oxide for both valley types; the other three are averages over the hard-wall states, with all the inversion charge distributed as in the lowest fourfold state. The charge of \(10^{11}\) cm\(^{-2}\) is generous, since a Boltzmann estimate at this band bending gives nearer \(10^{10}\) cm\(^{-2}\), but it changes the level difference by only 1 meV. Together they raise the twofold level by 13.4 meV relative to the fourfold one. The largest part, 8.4 meV, comes from penetration, which favours the state with the light normal mass.

If this shift were constant, the crossing would move to \(0.268(63.4/50)^{3/2}=0.38\) MV/cm. Re-evaluating the shifts as the field changes gives 0.43 MV/cm, 62% above the ideal value. The treatment of the oxide matters here. If in-plane momentum is conserved in it, and its band is parabolic with a minimum at zero momentum, the fourfold state decays faster in the oxide. Its penetration shift is then only about \(-6\) meV, and the crossing lies near 0.35 MV/cm. The hard-wall formula therefore gives the mechanism and the scale, not a design value.

The value 0.43 MV/cm has a limit of its own. Band bending grows as \(F^2\) at fixed doping and would reach about 2.4 eV, well past strong inversion. Keeping it at 0.93 eV takes a higher doping, which increases the curvature correction and moves the crossing to about 0.46 MV/cm, at a doping near \(7.4\times10^{17}\) cm\(^{-3}\). The value 0.35 MV/cm would likewise need 1.6 eV at fixed doping; at 0.93 eV it becomes 0.36 MV/cm. All these fields add first-order shifts. Solving the equation with the four effects in the potential lowers 0.43 to about 0.42 and 0.46 to about 0.43 or 0.44 MV/cm. Band nonparabolicity is not included; a rough isotropic value of 0.5 eV\(^{-1}\) raises the crossing by 0.02 to 0.04 MV/cm. With a strong inversion charge, of order \(10^{13}\) cm\(^{-2}\), the linear well itself fails and the potential must be found self-consistently.

Scattering also blurs the levels. For a rough mobility of 500 cm\(^2\)/Vs and transport mass \(m_t\), the broadening \(\hbar/\tau\) is 12 meV. It would hide the 0.073 meV near miss completely and smear the valley crossing over roughly 0.1 to 0.2 MV/cm.

## What to do in practice

- Label each level by valley type and by its index within that ladder, not by its place in a combined energy list. At a valley crossing the combined order changes while the states keep their identity.
- If two levels of one ladder appear to cross, reduce the field step below \(g_0/(ed)\) and check the grid and the boundary conditions. For a regular potential with a wall, a gap must remain.
- Use the formula for \(F_c\) as a first estimate for the two lowest levels. Include oxide penetration and the image potential before quoting a field, for large offsets as well as small ones: the penetration shift grows almost in proportion to the field, faster than the levels themselves.
- Calculate transport from the occupations of both ladders. At room temperature, the lowest subband alone does not tell which valleys carry most of the electrons.

The numerical output below lists the main inputs and computed values; the remaining inputs are in the program.

## Table of computed values

```
normal masses m_l, m_t: 0.916, 0.190 electron masses
hbar^2/(2 m_e): 0.03810 eV nm^2
Airy zeros a1, a2: 2.3381, 4.0879
UNSTRAINED LINEAR WELL (0.1, 0.3, 1.0 MV/cm, diagonalized)
first fourfold / first twofold: [1.6893 1.6893 1.6894]
second twofold / first fourfold: [1.035  1.035  1.0349]
COMPRESSED CHANNEL
offset D: 50.0 meV
deformation potential 9.0 eV, C12/C11 0.385
in-plane compression needed: 0.31 percent
crossing field, formula: 0.2679 MV/cm
crossing field, diagonalized: 0.2679 MV/cm
at 0.134 MV/cm: twofold 95.7, fourfold 77.2 meV
at 0.268 MV/cm: twofold 122.5, fourfold 122.5 meV
at 0.536 MV/cm: twofold 165.1, fourfold 194.5 meV
twofold gap E2-E1 at crossing: 54.3 meV
fourfold gap E2-E1 at crossing: 91.7 meV
mean z twofold, fourfold: 1.80, 3.05 nm
peak |W| of the two states: 0.170 nm^-2
in-plane k separation of valleys: 9.8 nm^-1
artificial coupling 1.0 meV, overlap 0.841
gap it would open: 1.683 meV
twofold share, 300 K, at 0.5, 1, 2, 4 x crossing field: [0.123 0.203 0.423 0.812]
TENSILE CASE, second twofold with first fourfold
offset -5.0 meV, crossing 0.338 MV/cm
ONE LADDER, TWO WELLS
film 10.0 nm, hump 200 meV, mass 0.916
smallest gap: 0.073 meV; d = 7.11 nm
gap at tilt 0.20 kV/cm: 0.162 meV
10 nm ring, levels 2 and 3: gap 0.000000 meV
10 nm walled film, levels 2 and 3: gap 20.32 meV
NEGLECTED EFFECTS AT THE CROSSING (twofold, fourfold shift in meV)
oxide barrier 3.1 eV, oxide mass 0.5; doping 2.5e+17 cm^-3
oxide penetration: -2.28, -10.72
image potential: 11.09, 6.57
depletion curvature: -0.76, -2.16
inversion 1e11 cm^-2: 2.52, 3.52
crossing field with these four: 0.434 MV/cm
depletion width 69.3 nm, band bending 0.93 eV
kT at 300 K: 25.9 meV
hbar/tau at 500 cm2/Vs, mass m_t: 12.2 meV
```
